# Avalanche energy of a switch with the supply still connected

## Problem

A power transistor connects an inductor $L=1\ \mathrm{mH}$ to a direct-voltage supply $V_{DD}=800\ \mathrm{V}$. The loop runs from the positive supply terminal through the inductor, through the transistor from drain to source, and back to the supply. There is no freewheeling diode across the inductor. When the current has reached $I=10\ \mathrm{A}$, the transistor is turned off, and the supply stays connected. The transistor breaks down at $V_{BR}=1600\ \mathrm{V}$. How much energy does it absorb in avalanche before the current reaches zero?

The inductance is constant, the channel turns off at once, and the breakdown voltage does not depend on current or temperature. Winding resistance and the capacitance of the transistor are neglected at first. Their effects are estimated after the ideal problem has been solved.

## A tempting solution

An inductor carrying a current $I$ stores the energy

$$
W_L=\frac12LI^2
=\frac12(10^{-3}\ \mathrm{H})(10\ \mathrm{A})^2
=0.05\ \mathrm{J}.
$$

After turn-off the current has nowhere to go except through the transistor. The inductor ends with no current and hence no energy, so the transistor must have absorbed $0.05\ \mathrm{J}$.

A second calculation seems to confirm this. The transistor holds $1600\ \mathrm{V}$, so the current is taken to fall at the rate $V_{BR}/L$ and to vanish after

$$
t=\frac{LI}{V_{BR}}=6.25\ \mathrm{\mu s}.
$$

The average current during a linear fall is $I/2$, which gives

$$
V_{BR}\,\frac I2\,t
=V_{BR}\,\frac I2\,\frac{LI}{V_{BR}}
=\frac12LI^2.
$$

The two calculations agree, but they are not independent.

## Where it fails

The first calculation treats the inductor as the one source of energy. The supply is in the same loop, however, and the current still leaves its positive terminal throughout the avalanche. The supply therefore keeps delivering energy at the rate $V_{DD}i$.

The second calculation makes the same omission in terms of voltage. It places the whole $1600\ \mathrm{V}$ across the inductor, as though the supply voltage were zero. In fact the supply pushes the current forward while the transistor opposes it, and the inductor sees the difference. Both calculations answer a different question, in which the supply has been replaced by a short circuit at the moment of turn-off.

## Correct solution

Let $i$ be positive in the direction from the supply through the inductor into the drain, and let $v$ be the drain-to-source voltage. The voltage across the inductor, taken from its supply end to its drain end, is $L\,di/dt$. Kirchhoff's voltage law reads

$$
V_{DD}=L\frac{di}{dt}+v.
$$

During avalanche $v=V_{BR}$. Solving for the slope gives

$$
\frac{di}{dt}=\frac{V_{DD}-V_{BR}}{L}
=-\frac{V_{BR}-V_{DD}}{L}.
$$

The slope is negative when $V_{BR}>V_{DD}$. Here the voltage across the inductor has magnitude $1600-800=800\ \mathrm{V}$, and the current falls by $0.8\ \mathrm{A}$ per microsecond.

Let $t=0$ mark the start of avalanche. Since the slope is constant,

$$
i(t)=I-\frac{V_{BR}-V_{DD}}{L}\,t.
$$

Setting $i(t_{av})=0$ gives the avalanche time

$$
t_{av}=\frac{LI}{V_{BR}-V_{DD}}
=\frac{(10^{-3}\ \mathrm{H})(10\ \mathrm{A})}{800\ \mathrm{V}}
=12.5\ \mathrm{\mu s}.
$$

This is twice the time found in the tempting solution, because half as much voltage opposes the current.

The charge that passes is the area under the current ramp, a triangle of height $I$ and base $t_{av}$:

$$
Q=\int_0^{t_{av}}i\,dt=\frac12It_{av}
=\frac12(10\ \mathrm{A})(12.5\ \mathrm{\mu s})
=62.5\ \mathrm{\mu C}.
$$

The transistor absorbs the power $V_{BR}i$. Its voltage is constant and can be taken outside the integral:

$$
E_{av}=\int_0^{t_{av}}V_{BR}\,i\,dt=V_{BR}Q
=\frac12V_{BR}It_{av}.
$$

Inserting the avalanche time gives

$$
\boxed{E_{av}=\frac12LI^2\,\frac{V_{BR}}{V_{BR}-V_{DD}}}
$$

and, with the given values,

$$
E_{av}=(0.05\ \mathrm{J})\,\frac{1600}{800}
=0.1\ \mathrm{J}=100\ \mathrm{mJ}.
$$

## The energy balance

The supply voltage is constant, so the supply delivers

$$
E_s=\int_0^{t_{av}}V_{DD}\,i\,dt=V_{DD}Q
=(800\ \mathrm{V})(62.5\ \mathrm{\mu C})=0.05\ \mathrm{J}.
$$

The inductor gives up another $0.05\ \mathrm{J}$. Together they account for the $0.1\ \mathrm{J}$ absorbed by the transistor.

This balance also gives the general result without using the shape of the current. With constant voltages and no other losses, energy conservation requires

$$
V_{BR}Q=\frac12LI^2+V_{DD}Q.
$$

Moving the supply term to the left and dividing by the voltage difference gives

$$
Q=\frac{LI^2/2}{V_{BR}-V_{DD}}.
$$

Multiplication by $V_{BR}$ returns the boxed formula. The supply's share of the avalanche energy is $V_{DD}Q/(V_{BR}Q)=V_{DD}/V_{BR}$, which is one half here. The equal split thus comes from the choice of a breakdown voltage twice the supply voltage.

## Other supply voltages

Keep the inductor, the initial current and the breakdown voltage fixed, and change the supply voltage.

If $V_{DD}=0$, the formula reduces to $E_{av}=LI^2/2=0.05\ \mathrm{J}$. This is the case in which the tempting solution is right. It applies if the supply is removed at turn-off and another path of negligible voltage closes the loop.

If $V_{DD}=1200\ \mathrm{V}$, the opposing voltage is $400\ \mathrm{V}$. The current takes $25\ \mathrm{\mu s}$ to vanish, and the avalanche energy is

$$
E_{av}=(0.05\ \mathrm{J})\frac{1600}{400}=0.2\ \mathrm{J}.
$$

The initial power, $V_{BR}I=16\ \mathrm{kW}$, is the same in all these cases. A higher supply voltage does not make the pulse start with more power; it makes the pulse last longer.

As $V_{DD}$ approaches $V_{BR}$ from below, the denominator approaches zero, and in the ideal loop the time and energy grow without bound. Any resistance in the loop keeps the energy finite, as the integral in the next section shows when $V_{DD}=V_{BR}$ is inserted. At equality the ideal current stays constant. Above it, the slope is positive and the boxed formula no longer applies. For example, a $1700\ \mathrm{V}$ supply leaves $100\ \mathrm{V}$ driving the current upward, at $0.1\ \mathrm{A}$ per microsecond. After $50\ \mathrm{\mu s}$ the ideal current would be $15\ \mathrm{A}$.

These statements were tested by integrating the circuit equations in time. The transistor was represented by a $10\ \mathrm{pF}$ capacitance in parallel with a branch that conducts above $1600\ \mathrm{V}$ through $0.05\ \Omega$. The clamping of the voltage and the end of the current were results of the integration. For supplies of 0, 800 and $1200\ \mathrm{V}$, the avalanche energies were 0.04999, 0.09998 and $0.19990\ \mathrm{J}$. With the $1700\ \mathrm{V}$ supply, the current had grown to $14.97\ \mathrm{A}$ after $50\ \mathrm{\mu s}$. The differences from the ideal values are small because the added capacitance and resistance are small.

## Resistance in the loop

A real winding has a resistance $R$, and the avalanche voltage rises somewhat with current. Describe the latter by $v(i)=V_{BR}+ri$, where $r$ is the avalanche resistance. The loop equation becomes

$$
V_{DD}=L\frac{di}{dt}+Ri+v(i),
$$

or, solved for the time element,

$$
dt=-\frac{L\,di}{v(i)-V_{DD}+Ri}.
$$

The absorbed energy is the time integral of $v\,i$. Replacing $dt$ changes the limits to $I$ at the start and zero at the end. Reversing these limits removes the minus sign:

$$
E_{av}=L\int_0^I\frac{i\,v(i)}{v(i)-V_{DD}+Ri}\,di.
$$

For $r=R=0$ the fraction multiplying $i$ is constant, and the boxed result returns.

To see the size of each correction, write $\Delta=V_{BR}-V_{DD}$ and expand to first order. With winding resistance alone,

$$
\frac{V_{BR}}{\Delta+Ri}\approx
\frac{V_{BR}}{\Delta}\left(1-\frac{Ri}{\Delta}\right).
$$

The correction must be averaged with the weight $i$, since $i$ multiplies the fraction in the integral. That average is

$$
\frac{\int_0^I i^2\,di}{\int_0^I i\,di}
=\frac{I^3/3}{I^2/2}=\frac23I.
$$

The relative energy change is therefore about $-2RI/(3\Delta)$. For a rough value $R=0.5\ \Omega$, this is

$$
-\frac23\,\frac{(0.5)(10)}{800}\approx-0.4\%.
$$

Some energy is lost in the winding, and its voltage drop also shortens the avalanche.

With avalanche resistance alone,

$$
\frac{V_{BR}+ri}{\Delta+ri}\approx
\frac{V_{BR}}{\Delta}
\left(1+\frac{ri}{V_{BR}}-\frac{ri}{\Delta}\right)
=\frac{V_{BR}}{\Delta}
\left(1-\frac{V_{DD}}{V_{BR}}\frac{ri}{\Delta}\right).
$$

The last step uses $1/\Delta-1/V_{BR}=V_{DD}/(V_{BR}\Delta)$. A higher transistor voltage raises the power at a given current, but it shortens the pulse by more, so the energy falls. For a rough value $r=1\ \Omega$, the relative change is again about $-0.4\%$. The two corrections agree at first order because $rV_{DD}/V_{BR}=0.5\ \Omega$, which equals the chosen $R$.

The full integral gives a change of $-0.41\%$ for either resistance alone and an energy of $99.178\ \mathrm{mJ}$ for both. A time integration of the circuit with both resistances and a $10\ \mathrm{pF}$ capacitance gives the same energy to the digits shown.

## Charging the transistor capacitance

Before avalanche starts, the current must charge the output capacitance $C(v)$ from nearly zero to $V_{BR}$. With winding resistance neglected, the equations for this interval are

$$
L\frac{di}{dt}=V_{DD}-v,\qquad i=C(v)\frac{dv}{dt}.
$$

Multiply the first equation by $i$. Its left side becomes the rate of change of the inductor energy. On the right, replace $i$ by the second equation:

$$
\frac{d}{dt}\left(\frac12Li^2\right)
=(V_{DD}-v)\,C(v)\frac{dv}{dt}.
$$

Integration over the voltage rise gives the change in inductor energy,

$$
\delta W_L=\int_0^{V_{BR}}(V_{DD}-v)\,C(v)\,dv.
$$

For a constant capacitance this is

$$
\delta W_L=C\left(V_{DD}V_{BR}-\frac12V_{BR}^2\right)
=CV_{BR}\left(V_{DD}-\frac12V_{BR}\right).
$$

It vanishes here because $V_{BR}=2V_{DD}$. The inductor gains energy while $v<V_{DD}$ and loses the same amount while $v>V_{DD}$.

The capacitance of a reverse-biased junction falls as the voltage rises. This gives more weight to the first part of the integral, where the inductor gains energy. As a rough model take

$$
C(v)=C_0\sqrt{\frac{V_{DD}+V_b}{v+V_b}},
$$

with $C_0=100\ \mathrm{pF}$ at the supply voltage and $V_b=3\ \mathrm{V}$. The voltage rise then takes about $22\ \mathrm{ns}$, and the inductor gains $53\ \mathrm{\mu J}$. The avalanche starts at $10.005\ \mathrm{A}$. Since the boxed formula multiplies the initial inductor energy by two, the avalanche energy increases by about $0.106\ \mathrm{mJ}$, or $0.11\%$ of the ideal result. This increase is proportional to $C_0$. A die of the area assumed in the next section could have about twice the capacitance used here, and the increase would then be about $0.2\%$.

While the transistor voltage is constant, its capacitance carries no current. When the inductor current reaches zero, the capacitance is still charged above the supply voltage and drives a reverse current through the inductor. That later exchange of energy is not part of the avalanche energy.

## Heating during the pulse

The power falls linearly from $16\ \mathrm{kW}$ to zero. To estimate the temperature rise, suppose that this power enters uniformly at the surface of a thick die. Let $k$, $\rho$ and $c$ be the thermal conductivity, density and specific heat, and let $D=k/(\rho c)$.

First consider a brief pulse that deposits energy $q_1$ per unit area at the surface. The temperature rise at depth $x$ is

$$
\theta(x,t)=\frac{q_1}{\rho c\sqrt{\pi Dt}}\,e^{-x^2/(4Dt)}.
$$

Differentiation confirms that it obeys the heat equation:

$$
\frac{\partial\theta}{\partial t}
=\left(\frac{x^2}{4Dt^2}-\frac1{2t}\right)\theta
=D\frac{\partial^2\theta}{\partial x^2}.
$$

Its slope is zero at $x=0$, so no heat leaves through the surface. Because $\int_0^\infty e^{-x^2/(4Dt)}dx=\sqrt{\pi Dt}$, the stored heat per area is $q_1$, as required.

At the surface the rise is $q_1/(e_t\sqrt{\pi t})$, where $e_t=\rho c\sqrt D=\sqrt{k\rho c}$. Treat the power pulse as a succession of brief pulses. With $q_0$ the initial power per area, and $s$ the time elapsed since each contribution, their sum is

$$
\theta(0,t)=\frac{q_0}{e_t\sqrt\pi}
\int_0^t\left(1-\frac{t-s}{t_{av}}\right)\frac{ds}{\sqrt s}.
$$

The integrals of $s^{-1/2}$ and $s^{1/2}$ are $2t^{1/2}$ and $2t^{3/2}/3$. Hence

$$
\theta(0,t)=\frac{2q_0\sqrt t}{e_t\sqrt\pi}
\left(1-\frac{2t}{3t_{av}}\right).
$$

The derivative of $t^{1/2}-2t^{3/2}/(3t_{av})$ is $t^{-1/2}/2-t^{1/2}/t_{av}$, which vanishes at $t=t_{av}/2$. For this surface source the surface is hottest halfway through the pulse, after which the falling power no longer keeps up with conduction into the die.

Take a die area of $0.25\ \mathrm{cm^2}$ and rough hot-die values for silicon carbide: $k=250\ \mathrm{W/(m\,K)}$, $\rho=3200\ \mathrm{kg/m^3}$ and $c=850\ \mathrm{J/(kg\,K)}$. The peak rise is then about $46\ \mathrm{K}$. From a starting temperature of $400\ \mathrm{K}$, the surface reaches about $446\ \mathrm{K}$. The diffusion length $\sqrt{Dt_{av}}$ is $34\ \mathrm{\mu m}$, well below the assumed thickness of $200\ \mathrm{\mu m}$. A numerical solution for that finite thickness, with an insulated back face, also gives $46\ \mathrm{K}$. In a real die the power is released across the depletion layer, roughly ten micrometres deep, and the top metal takes up some of the heat. That depth is not negligible against the diffusion length, so for uniform current the peak is somewhat lower than $46\ \mathrm{K}$ and comes somewhat later than halfway through the pulse.

Heating raises the breakdown voltage. With a rough coefficient of $10^{-4}$ per kelvin, the peak rise corresponds to $1607\ \mathrm{V}$. Holding this voltage for the whole pulse lowers the energy by $0.46\%$. Within this heating model the actual reduction is smaller, because the voltage lies between $1600\ \mathrm{V}$ and that value, and $v/(v-V_{DD})$ decreases as $v$ increases.

## What the result says about a real transistor

The circuit values lie in the regime of a silicon carbide power transistor rated at $1200\ \mathrm{V}$, whose actual breakdown voltage is above its rating. With the rough resistances and capacitance used above, and the upper estimate of the heating effect, the energy is $98.8\ \mathrm{mJ}$, or $1.2\%$ below the ideal result. For these parameters the ideal formula is therefore adequate for an energy estimate. Core saturation and a finite channel turn-off time are not included in that comparison.

The breakdown voltage itself needs more care. Differentiating the logarithm of the boxed formula, with the other quantities held fixed, gives

$$
\frac{d\ln E_{av}}{d\ln V_{BR}}
=1-\frac{V_{BR}}{V_{BR}-V_{DD}}
=-\frac{V_{DD}}{V_{BR}-V_{DD}}.
$$

At an $800\ \mathrm{V}$ supply this equals $-1$: a breakdown voltage one percent higher lowers the energy by about one percent. At $1200\ \mathrm{V}$ it equals $-3$. Using the voltage rating in place of the higher actual breakdown voltage would therefore overestimate the energy.

The value of $0.1\ \mathrm{J}$ is the energy the circuit imposes, not a proof that the transistor survives. The temperature estimate assumes that the current is uniform over the die. Current crowding can heat a small region much more, and the parasitic bipolar transistor inside the device may turn on. Survival must be judged from the device's own avalanche rating at the relevant current, starting temperature and pulse duration, with repeated pulses considered separately. The numerical output below lists the values used here.

## Computed values

```
INPUTS
inductance                      1.0 mH
current at turn-off             10.0 A
breakdown voltage               1600 V
supply voltage                  800 V
IDEAL RESULT
voltage across inductor         800 V
current slope, magnitude        0.800 A/us
avalanche time                  12.50 us
charge passed                   62.50 uC
peak power                      16.0 kW
energy stored in inductor       0.0500 J
energy from supply              0.0500 J
avalanche energy                0.1000 J
avalanche energy                100.0 mJ
CIRCUIT SIMULATION
supply 0 V: time 6.250 us, avalanche 0.04999 J, supply 0.00000 J
supply 800 V: time 12.498 us, avalanche 0.09998 J, supply 0.04999 J
supply 1200 V: time 24.988 us, avalanche 0.19990 J, supply 0.14991 J
supply 1700 V: current after 50 us  14.97 A
NEGLECTED EFFECTS (rough device values)
avalanche resistance            1.0 ohm
  change of avalanche energy    -0.41 %
winding resistance              0.5 ohm
  change of avalanche energy    -0.41 %
both resistances, integral      99.178 mJ
both resistances, simulation    99.178 mJ
output capacitance at supply    100 pF
built-in voltage in C(v)        3.0 V
  voltage rise time             21.7 ns
  inductor energy gain          53.1 uJ
  current at start of avalanche 10.0053 A
  change of avalanche energy    +0.11 %
die area                        0.25 cm2
die thickness                   200 um
thermal conductivity            250 W/(m K)
density                         3200 kg/m3
specific heat                   850 J/(kg K)
heat diffusion length           33.9 um
starting temperature            400 K
peak surface rise, formula      46.2 K
peak surface rise, heat eq.     46.1 K
peak surface temperature        446 K
breakdown temp. coefficient     1.0e-04 1/K
  breakdown at peak rise        1607.4 V
  change of energy, bound       -0.46 %
all effects together            98.84 mJ
  change of avalanche energy    -1.16 %
```
